# Freeze-in of Thermal Stress in a Viscous Oxide Film

## The scale of the freeze-in temperature

A thin oxide film cools at a constant rate $q=-dT/dt>0$ on a thick substrate that contracts more than the film. When hot, the film flows and sheds the misfit stress; when cold, it keeps it. If the film is linear and starts without stress, its final stress is, for a given relaxation time, proportional to the biaxial modulus $M$ and to the expansion mismatch $\Delta\alpha=\alpha_{\rm sub}-\alpha_{\rm ox}>0$. The quotient $\sigma_{\rm end}/(M\Delta\alpha)$ is then a temperature, and we may define a stress-free temperature $T_f$ by

$$\sigma_{\rm end}=-M\Delta\alpha\,(T_f-T_{\rm end}).\tag{1}$$

Tension is positive, so this stress is compressive.

Time enters through the cooling rate and the relaxation time $\tau$, which combine into the temperature $q\tau(T)$. For the Arrhenius law

$$\tau(T)=\tau_0e^{E/kT},\qquad \frac{d\ln\tau}{dT}=-\frac{E}{kT^2},\tag{2}$$

$\tau$ changes by a factor $e$ over about $kT^2/E$. Choose $T^*$ so that $q\tau$ equals this interval:

$$\tau(T^*)=\frac{kT^{*2}}{Eq},\qquad \delta=\frac{kT^{*2}}{E},\qquad \varepsilon=\frac{kT^*}{E}=\frac{\delta}{T^*}.\tag{3}$$

Close to $T^*$ we have $q\tau\approx\delta\,e^{-(T-T^*)/\delta}$, which contains no temperature scale except $\delta$. If cooling starts and ends many $\delta$ away from $T^*$, dimensional analysis therefore gives $T_f=T^*+C\delta$ to leading order in $\varepsilon$, with $C$ a pure number. The calculation below gives $C$ and the first correction.

Condition (3) has a direct meaning. During cooling,

$$\frac{d\tau}{dt}=-q\frac{d\tau}{dT}=\frac{Eq\tau}{kT^2},\tag{4}$$

which equals one at $T^*$. Below $T^*$ the relaxation time grows faster than the time that passes, and the film cannot catch up.

The algebra may be read in atomic units, with $k$ kept because $T$ is in kelvin. No quantum constant appears, so the equations hold in any consistent units.

## The film equation

Let the film lie in the $xy$ plane, with $\sigma_{xx}=\sigma_{yy}=\sigma$ and $\sigma_{zz}=0$. The substrate is thick enough to impose its own thermal strain. The in-plane strain of the oxide is the sum of three parts.

The elastic part is $(\sigma-\nu\sigma)/Y=\sigma/M$, with $M=Y/(1-\nu)$, where $Y$ is Young's modulus and $\nu$ is Poisson's ratio. Viscous flow is driven by the deviatoric stress. The mean stress is $2\sigma/3$, so the in-plane deviatoric stress is $\sigma-2\sigma/3=\sigma/3$, and the viscous strain rate is $(\sigma/3)/(2\eta)=\sigma/(6\eta)$, where $\eta$ is the shear viscosity. The thermal strain rate is $\alpha_{\rm ox}\,dT/dt$. Equating the sum of the rates to that of the substrate gives

$$\frac{1}{M}\frac{d\sigma}{dt}+\frac{\sigma}{6\eta}-\alpha_{\rm ox}q=-\alpha_{\rm sub}q.\tag{5}$$

Here $M$ and $\Delta\alpha$ are taken as constant, and no oxide grows during cooling. Multiplying by $M$,

$$\frac{d\sigma}{dt}=-M\Delta\alpha\,q-\frac{\sigma}{\tau},\qquad \tau=\frac{6\eta}{M}.\tag{6}$$

With $M$ constant, an Arrhenius viscosity gives an Arrhenius $\tau$.

Now express the compression as a temperature, $S=-\sigma/(M\Delta\alpha)$. Dividing (6) by $-M\Delta\alpha$ gives $dS/dt=q-S/\tau$. Since $dt=-dT/q$,

$$\frac{dS}{dT}=-1+\frac{S}{q\tau(T)}.\tag{7}$$

Define $\Phi(T)=\int_{T_{\rm end}}^{T}dT'/[q\tau(T')]$. Multiplying (7) by $e^{-\Phi}$ turns it into $d(Se^{-\Phi})/dT=-e^{-\Phi}$. Integration from $T_{\rm end}$, where $\Phi=0$, to $T_{\rm start}$ gives

$$S_{\rm end}=\int_{T_{\rm end}}^{T_{\rm start}}e^{-\Phi(T)}dT+S_{\rm start}e^{-\Phi(T_{\rm start})}.\tag{8}$$

Each kelvin of cooling adds one unit to $S$, and the part added at temperature $T$ survives with weight $e^{-\Phi(T)}$. Stress present at the start, including growth stress, survives with weight $e^{-\Phi(T_{\rm start})}$. It is forgotten if $\Phi(T_{\rm start})\gg1$.

By (1), $T_f=T_{\rm end}+S_{\rm end}$. Three small changes simplify the integral:

- The lower limit of $\Phi$ is moved to zero, because relaxation below $T_{\rm end}$ is negligible.
- The term $T_{\rm end}$ is written as $\int_0^{T_{\rm end}}e^{-\Phi}dT$, because $\Phi\approx0$ there.
- The upper limit is moved to infinity. Since $1/\tau$ rises with $T$, the added tail is at most $q\tau(T_{\rm start})e^{-\Phi(T_{\rm start})}$.

With the initial stress forgotten,

$$T_f=\int_0^\infty e^{-\Phi(T)}dT,\qquad \Phi(T)=\int_0^T\frac{dT'}{q\tau(T')}.\tag{9}$$

## Evaluating the memory integral

Put $\theta=E/k$ and $u=1/T'$. Two integrations by parts give

$$\int_0^Te^{-\theta/T'}dT'=\int_{1/T}^{\infty}\frac{e^{-\theta u}}{u^2}du
=\frac{T^2}{\theta}e^{-\theta/T}\left[1-\frac{2T}{\theta}+O\!\left(\frac{T^2}{\theta^2}\right)\right].\tag{10}$$

The first integration gives the prefactor and leaves $-(2/\theta)\int u^{-3}e^{-\theta u}du$. The second gives the term $-2T/\theta$. Hence $\Phi\approx T^2/[\theta q\tau(T)]$, which is one at $T^*$ to leading order.

Let $T=T^*+\delta y=T^*(1+\varepsilon y)$ and $L=\ln\Phi$. Condition (3) reads $q\tau_0=(T^{*2}/\theta)e^{-\theta/T^*}$. Dividing (10) by this and taking the logarithm,

$$L=2\ln\frac{T}{T^*}+\frac{\theta}{T^*}-\frac{\theta}{T}+\ln\!\left(1-\frac{2T}{\theta}+\cdots\right).\tag{11}$$

Because $\theta/T^*=1/\varepsilon$, the terms expand as follows:

- $2\ln(1+\varepsilon y)=2\varepsilon y+O(\varepsilon^2)$.
- $\theta/T^*-\theta/T=y/(1+\varepsilon y)=y-\varepsilon y^2+O(\varepsilon^2)$.
- The last logarithm is $-2\varepsilon+O(\varepsilon^2)$.

Thus $L=y+\varepsilon(-y^2+2y-2)+O(\varepsilon^2)$. In the small term $y$ may be replaced by $L$, so

$$y=L+\varepsilon(L^2-2L+2)+O(\varepsilon^2).\tag{12}$$

Integrate (9) by parts. The boundary term $Te^{-\Phi}$ vanishes at $T=0$, and also at infinity, where $\Phi$ grows without limit. Therefore

$$T_f=\int_0^\infty T(\Phi)\,e^{-\Phi}d\Phi=T^*+\delta\langle y\rangle,\tag{13}$$

where the average has weight $e^{-\Phi}$ on $0<\Phi<\infty$. The expansion (12) fails when $|L|$ is of order $1/\varepsilon$, but those regions carry exponentially small weight.

The averages of $L$ follow from the gamma function:

$$\langle e^{sL}\rangle=\int_0^\infty\Phi^se^{-\Phi}d\Phi=\Gamma(1+s),\qquad
\ln\Gamma(1+s)=-\gamma s+\frac{\pi^2}{12}s^2+\cdots,\tag{14}$$

with $\gamma\approx0.577$ Euler's constant. Exponentiating and comparing powers of $s$ gives $\langle L\rangle=-\gamma$ and $\langle L^2\rangle=\gamma^2+\pi^2/6$. Inserting these in (12) and (13),

$$\boxed{T_f=T^*-\gamma\delta+c_2\frac{\delta^2}{T^*}+O(\varepsilon^3T^*),\quad c_2=\gamma^2+\frac{\pi^2}{6}+2\gamma+2\approx5.13.}\tag{15}$$

The number sought was $C=-\gamma$. The stress-free temperature lies a fraction of $\delta$ below $T^*$ when $\varepsilon$ is small.

Quadrature of (9) supports the order of the remainder. When $\varepsilon$ is halved from 0.005 to 0.0025, the difference between $T_f/T^*$ and formula (15) falls by a factor 7.87, close to the factor 8 of a cubic term.

## What happens around $T^*$

The stress at an intermediate temperature follows from (8) with $T_{\rm end}$ replaced by $T$. To leading order $dT'=\delta\,d\Phi'/\Phi'$, so

$$S(T)=\delta\,e^{\Phi}\int_\Phi^\infty\frac{e^{-\Phi'}}{\Phi'}d\Phi'=\delta\,e^{\Phi}E_1(\Phi).\tag{16}$$

There are two limits. When hot, $\Phi\gg1$ and $E_1(\Phi)\approx e^{-\Phi}/\Phi$, so $S\approx\delta/\Phi\approx q\tau$. The stress is $\sigma\approx-M\Delta\alpha q\tau=-6\eta\Delta\alpha q$: viscous flow keeps pace with the misfit, and the elastic modulus drops out. When cold, $\Phi\ll1$ and $E_1(\Phi)\approx-\gamma-\ln\Phi$. Since $\ln\Phi\approx(T-T^*)/\delta$, this gives $S\approx T^*-\gamma\delta-T$, the elastic line that starts from $T_f$.

At $T^*$ itself, $|\sigma|\approx eE_1(1)M\Delta\alpha\,\delta$, which is small compared with the final stress if $T_f-T_{\rm end}\gg\delta$. What freezes near $T^*$ is thus the reference temperature of the elastic film. Most of the stress accumulates below it.

The transition is gradual. Survival weights of 10% and 90% correspond to $\Phi=\ln10$ and $\Phi=\ln(10/9)$. Their separation is, to leading order, $\delta\ln[\ln10/\ln(10/9)]\approx3.08\,\delta$.

## Solving for $T^*$ and its dependence on rate

The function $q\tau(T)\theta/T^2$ falls steadily from infinity to zero as $T$ rises, so it equals one at a single temperature. With $w=\theta/(2T^*)$, condition (3) becomes $4w^2e^{2w}=\theta/(q\tau_0)$. Taking the positive square root gives $we^w=\tfrac12\sqrt{\theta/(q\tau_0)}$, hence

$$T^*=\frac{E}{2kW_0},\qquad W_0=W_0\!\left(\frac12\sqrt{\frac{E}{kq\tau_0}}\right),\tag{17}$$

where $W_0$ is the principal Lambert function.

For the rate dependence, take the logarithm of (3): $\ln q+\ln\tau_0+\theta/T^*+\ln\theta-2\ln T^*=0$. Differentiation gives $d\ln q=(\theta/T^{*2}+2/T^*)\,dT^*$, or

$$\frac{dT^*}{d\ln q}=\frac{\delta}{1+2\varepsilon}.\tag{18}$$

Faster cooling freezes the film at a higher temperature and leaves more compression, but only logarithmically.

## Worked example

The parameters are round values in the rough regime of wet-grown silica on silicon: $E=5$ eV, $\eta=10^{13}$ Pa s at 1300 K, $Y=70$ GPa, $\nu=0.17$, and $\Delta\alpha=(3.5-0.5)\times10^{-6}=3.0\times10^{-6}$ K$^{-1}$. The film starts without stress at 1450 K and cools at 0.10 K/s to 300 K.

The modulus is $M=70/0.83=84.3$ GPa. At 1300 K, $\tau=6\times10^{13}/(8.434\times10^{10})=711$ s. Equation (17) gives $T^*=1325.4$ K. With $\theta=5/(8.6173\times10^{-5})=5.802\times10^4$ K, we find $\delta=1325.4^2/(5.802\times10^4)=30.3$ K and $\varepsilon=0.0228$. The relaxation time at $T^*$ is 303 s, equal to $\delta/q$. Then

$$T_f=1325.37-17.47+3.55=1311.45\ \text{K}.\tag{19}$$

Direct integration of (6) in time gives 1311.05 K. The difference of 0.4 K is of the size expected from the cubic term. These decimals test the expansion; the material parameters do not justify them.

The final stress is

$$\sigma_{\rm end}=-(84.34\times10^3)(3.0\times10^{-6})(1311.1-300)\approx-256\ \text{MPa},\tag{20}$$

or $-1.60\times10^{-3}$ eV/Å$^3$. A calculation with all three stress components, which does not assume the factor 6 in (6), gives the same value. At $T^*$ the compression is 4.6 MPa, less than 2% of its final value. The 10–90% survival range is 87 K wide, against 93 K at leading order.

With the other settings fixed, cooling ten times faster raises $T_f$ by 69 K to 1380 K. At $M\Delta\alpha=0.253$ MPa/K this adds about 17 MPa of compression. The cruder rule $\tau=T/q$ omits the factor $\varepsilon$ in (3) and gives 1222 K, which is 89 K below the integrated $T_f$.

The starting temperature decides whether an initial stress survives. At 1450 K, $\Phi=49$, and any initial stress is erased in this linear model. If cooling starts at 1300 K, 68% of the initial stress survives. For a start far below $T^*$, (8) describes an elastic film: it keeps its growth stress and adds $-M\Delta\alpha(T_{\rm start}-T_{\rm end})$.

## Neglected effects and the real film

The following shifts of $T_f$ are computed for the example, changing one assumption at a time.

- **Viscosity.** A tenfold larger viscosity raises $T_f$ by 69 K. This equals the effect of tenfold faster cooling, because (7) contains only the product $q\tau$.
- **Frozen glass structure.** If the activation energy drops to 3 eV below $T^*$, with $\tau$ continuous there, $T_f$ falls by 30 K. The size depends on where the drop occurs: the fall is 46 K if it sets in 30 K above $T^*$ and 10 K if it sets in 50 K below. The relaxation time then rises more slowly on cooling, so flow continues further down.
- **Spread of relaxation times.** If half the film's stiffness has $\tau/10$ and half has $10\tau$, $T_f$ rises by 3 K. The first-order shifts in $\ln\tau$ cancel.
- **Modulus.** A hot modulus 10% above the cold one shortens $\tau$ and lowers $T_f$ by 3 K.
- **Stress-assisted flow.** Let the viscous rate be multiplied by $\sinh x/x$, with $x=|\sigma|V/(4kT)$ and activation volume $V=0.3$ nm$^3$. The shift is about $-0.02$ K, because the stress is small where the film still flows. This result is for zero initial stress.

The expansion mismatch also varies with temperature. If it rises linearly from $2\times10^{-6}$ K$^{-1}$ at 300 K to $4\times10^{-6}$ K$^{-1}$ at 1300 K, the final stress is $-257$ MPa. It stays close to (20) because the mean mismatch over that range was kept. At 800 K, however, the stress is $-151$ MPa instead of $-129$ MPa. A stress-dependent oxidation step at an intermediate temperature would therefore need the actual expansion curve. The round mean used here is also somewhat low for silicon: measured expansion data give a mean mismatch of about $3.4\times10^{-6}$ K$^{-1}$ over this range, and about 15% more compression at 300 K.

The substrate yields very little. A film force per width $F$ stretches it by $F/(M_sh_s)$, where $M_s$ and $h_s$ are its biaxial modulus and thickness, and bending adds $3F/(M_sh_s)$ at the surface. With $F=\sigma h_f$, the relieved fraction is $4Mh_f/(M_sh_s)=2.6\times10^{-4}$ for film thickness $h_f=100$ nm, $h_s=725{,}000$ nm and $M_s=180$ GPa. At a temperature of use of 400 K, the extrapolated $\tau$ is about $3\times10^{46}$ s. This number is no lifetime prediction, but it shows that viscous relaxation is absent there within the model.

For real thermal silica on silicon, a compressive stress of a few hundred MPa at room temperature is the right rough size. The viscosity is the least certain input, since it depends strongly on water content; a dry oxide can be much more viscous than assumed here. The start at 1450 K is also at the hot end of furnace practice. For an oxide grown near or below $T^*$, the assumption that the initial stress is forgotten fails. For the example's viscosity and a 1300 K start, each 100 MPa of growth stress would leave 68 MPa in the cold film, in addition to the thermal part, if the flow is linear. Stress-assisted flow lowers the surviving fraction when the growth stress is large: with the activation volume used above, about 63% of 300 MPa would remain. Equation (15) should be used for design only when the cooling rate is steady through the freeze-in range and does not drop sharply just below it, $\Phi(T_{\rm start})\gg1$, and the viscosity is known for the oxide in question and follows one Arrhenius law through that range and somewhat below it. In the example, cooling ten times more slowly below 1240 K would lower $T_f$ by 30 K. The remaining values are listed in the numerical output below.

## Computed results

```
Activation energy E: 5.0 eV
Boltzmann constant k: 8.617333e-05 eV/K
Viscosity at reference: 1.0e+13 Pa s
Reference temperature: 1300 K
Young modulus of oxide: 70 GPa
Poisson ratio of oxide: 0.17
Biaxial modulus M: 84.34 GPa
Expansion, substrate: 3.5e-06 1/K
Expansion, oxide: 5.0e-07 1/K
Start temperature: 1450 K
End temperature: 300 K
Cooling rate q: 0.10 K/s
tau at reference: 711.4 s
Prefactor tau0: 2.940e-17 s
T_star: 1325.37 K
tau at T_star: 302.7 s
d tau/dt at T_star: 1.00000
delta: 30.27 K
eps = k T_star/E: 0.02284
Second-order coefficient c2: 5.1325
Remainder ratio, eps 0.005 to 0.0025: 7.869
Remainder/eps^3 at eps 0.0025: -28.62
First-order shift: -17.47 K
Second-order shift: 3.55 K
T_f from formula: 1311.45 K
T_f from time integration: 1311.05 K
Final stress, formula: -255.91 MPa
Final stress, time integration: -255.81 MPa
Final stress, three-component film: -255.81 MPa
Final stress converted: -1.5966e-03 eV/angstrom^3
Stress at T_star, integrated: -4.59 MPa
Stress at T_star, leading order: -4.57 MPa
Survival width 10-90%, full: 87.0 K
Survival width 10-90%, leading: 93.4 K
Phi at start temperature: 49.1
Initial stress kept, start 1300 K: 0.6756
dT_star/d ln q: 28.95 K
dT_f/d ln q, integrated: 28.39 K
T_f at ten times q: 1379.72 K
Crude rule tau = T/q gives: 1222.13 K
T_f shift, viscosity x10: 68.67 K
T_f shift, half tau/10 and half tau*10: 3.18 K
Activation energy of frozen glass: 3.0 eV
T_f shift, frozen glass: -30.17 K
Activation volume for assisted flow: 0.3 nm^3
T_f shift, stress-assisted flow: -0.017 K
T_f shift, hot modulus +10%: -2.70 K
Stress at 800 K, constant mismatch: -129.3 MPa
Same, mismatch 2e-6 to 4e-6 /K (300-1300 K): -151.4 MPa
Stress at 300 K, varying mismatch: -256.9 MPa
Film thickness: 100 nm
Wafer thickness: 725000 nm
Biaxial modulus of wafer: 180 GPa
Stress fraction relieved by wafer: 2.585e-04
log10(tau/s) at 400 K: 46.5
```
